# Symmetry classes of two identical dopants in the polar hafnia cell: test program

```python
"""
Result under test: two identical dopants on the four cation sites of a
periodic 12-atom Pca2_1 cell give six placements in three symmetry classes,
two placements in each.  For N sites permuted regularly by a group with I
elements of order two, the number of pair classes is (N - 1 + I)/2.

Symbols: frac = fractional coordinates; cell = edges a, b, c in nm;
W, t = matrix and translation of an operation x -> W x + t;
screw = twofold screw along c; glide_a = mirror normal to b, shift a/2;
glide_c = mirror normal to a, shift c/2.
The spring model gives each dopant-oxygen pair a longer natural length.
Energies are per 12-atom cell.  Model parameters are rough typical values.
"""
from itertools import combinations, permutations, product
import numpy as np
from scipy import constants

CELL = np.array([0.524, 0.501, 0.505])
SPECIES = np.array([0] * 4 + [1] * 8)          # 0 cation, 1 oxygen
CHARGE = np.where(SPECIES == 0, 4.0, -2.0)     # formal charges
SPRING, R_REF, MISMATCH = 500.0, 0.21, 0.001   # eV/nm2, nm, nm
CUTOFF, POWER, TEMPERATURE = 1.2, 8, 700.0     # nm, none, K


def general_positions(seeds):
    atoms = []
    for x, y, z in seeds:
        atoms += [(x, y, z), (-x, -y, z + 0.5),
                  (x + 0.5, -y, z), (0.5 - x, y, z + 0.5)]
    return np.array(atoms) % 1.0


def find_operations(frac, species, cell):
    """Search all isometries of an orthogonal cell that map the crystal
    onto itself, using only atom positions."""
    found = []
    metric = np.diag(cell**2)
    for order in permutations(range(3)):
        for signs in product((1, -1), repeat=3):
            W = np.zeros((3, 3))
            for row in range(3):
                W[row, order[row]] = signs[row]
            if not np.allclose(W.T @ metric @ W, metric):
                continue
            for target in np.where(species == species[0])[0]:
                t = np.round(frac[target] - W @ frac[0], 9) % 1.0
                diff = (frac @ W.T + t)[:, None] - frac[None]
                diff -= np.round(diff)
                match = np.abs(diff).max(axis=2) < 1e-6
                match &= species[:, None] == species[None]
                if match.any(axis=1).all():
                    found.append((W, t, tuple(match.argmax(axis=1).tolist())))
    return found


def pair_classes(operations, species):
    sites = np.where(species == 0)[0].tolist()
    return {frozenset(frozenset((p[i], p[j])) for _, _, p in operations)
            for i, j in combinations(sites, 2)}


def make_supercell(frac, species, multiples):
    shifts = list(product(*[range(m) for m in multiples]))
    big = np.concatenate([(frac + np.array(s)) / multiples for s in shifts])
    return big, np.tile(species, len(shifts))


host = general_positions([(0.033, 0.267, 0.25), (0.365, 0.07, 0.11),
                          (0.23, 0.54, 0.50)])
fluorite = general_positions([(0, 0.25, 0.25), (0.25, 0, 0), (0.25, 0.5, 0.5)])

# Symmetry found from the coordinates, and the resulting orbits.
ops = find_operations(host, SPECIES, CELL)
assert len(ops) == 4
names = {(1, 1, 1): "identity", (-1, -1, 1): "screw",
         (1, -1, 1): "glide_a", (-1, 1, 1): "glide_c"}
by_name = {names[tuple(int(v) for v in np.diag(W))]: (W, t, p)
           for W, t, p in ops}
assert len(by_name) == 4
squares = {}
for name, (W, t, p) in by_name.items():
    squares[name] = (W + np.eye(3)) @ t        # translation part of op squared
    assert np.allclose(W @ W, np.eye(3))
    assert np.allclose(squares[name], np.round(squares[name]), atol=1e-7)
assert np.allclose(squares["screw"], [0, 0, 1], atol=1e-7)
assert np.allclose(squares["glide_a"], [1, 0, 0], atol=1e-7)
assert np.allclose(squares["glide_c"], [0, 0, 1], atol=1e-7)
assert {p[0] for _, _, p in ops} == {0, 1, 2, 3}

classes = pair_classes(ops, SPECIES)
all_pairs = list(combinations(range(4), 2))
assert len(all_pairs) == 6 and len(classes) == 3
assert all(len(c) == 2 for c in classes)
class_names = ["screw", "glide_a", "glide_c"]
members = {}
for name in class_names:
    p = by_name[name][2]
    members[name] = sorted({tuple(sorted((i, p[i]))) for i in range(4)})
    assert frozenset(frozenset(m) for m in members[name]) in classes
class_of = {m: name for name in class_names for m in members[name]}

# Classification by dopant-dopant distances alone, without symmetry.
images = np.array(list(product(range(-4, 5), repeat=3)))


def dopant_distances(pair):
    rows = [np.linalg.norm((host[j] + images - host[i]) * CELL, axis=1)
            for i in pair for j in pair]
    distances = np.sort(np.concatenate(rows))
    return distances[distances > 1e-6][:40]


fingerprint = {pair: dopant_distances(pair) for pair in all_pairs}
for first, second in combinations(all_pairs, 2):
    same = np.allclose(fingerprint[first], fingerprint[second],
                       rtol=0, atol=1e-9)
    assert same == (class_of[first] == class_of[second])

# The dopant layer normal is the axis of smallest coordinate difference.
normals = {}
for name in class_names:
    axes = set()
    for i, j in members[name]:
        gap = host[j] - host[i]
        axes.add("abc"[int(np.argmin(np.abs(gap - np.round(gap))))])
    assert len(axes) == 1
    normals[name] = axes.pop()
assert normals == {"screw": "a", "glide_a": "c", "glide_c": "b"}

# Counting formula in doubled cells against explicit orbits.
doubled_counts = {}
for axis in range(3):
    multiples = np.ones(3, dtype=int)
    multiples[axis] = 2
    big, big_species = make_supercell(host, SPECIES, multiples)
    big_ops = find_operations(big, big_species, CELL * multiples)
    n_sites = int(np.sum(big_species == 0))
    assert len(big_ops) == n_sites == len({p[0] for _, _, p in big_ops})
    identity = tuple(range(len(big)))
    order_two = sum(p != identity and all(p[p[i]] == i for i in identity)
                    for _, _, p in big_ops)
    count = len(pair_classes(big_ops, big_species))
    assert 2 * count == n_sites - 1 + order_two
    doubled_counts["abc"[axis]] = (order_two, count)

# Higher-symmetry phases merge classes.
cubic_ops = find_operations(fluorite, SPECIES, np.full(3, 0.51))
cubic_count = len(pair_classes(cubic_ops, SPECIES))
tetragonal = fluorite.copy()
for atom in range(4, 12):
    column = round((fluorite[atom, 0] - 0.25) * 2) + round(fluorite[atom, 1] * 2)
    tetragonal[atom, 2] += 0.05 * (-1)**column
tetragonal %= 1.0
tetra_ops = find_operations(tetragonal, SPECIES, np.array([0.51, 0.51, 0.52]))
tetra_count = len(pair_classes(tetra_ops, SPECIES))
assert (len(cubic_ops), cubic_count) == (192, 1)
assert (len(tetra_ops), tetra_count) == (32, 2)

vacancy_classes = {frozenset((frozenset((p[i], p[j])), p[o]) for _, _, p in ops)
                   for i, j in all_pairs for o in range(4, 12)}
assert len(vacancy_classes) == 12


# Spring model.  Every bond appears twice in the ordered list, hence the
# factor 1/2 in the weight, whose square multiplies the squared stretch.
def spring_list(pair, cutoff, power):
    i, j, s = np.meshgrid(np.arange(12), np.arange(12),
                          np.arange(len(images)), indexing="ij")
    i, j, s = i.ravel(), j.ravel(), s.ravel()
    vector = (host[j] + images[s] - host[i]) * CELL
    length = np.linalg.norm(vector, axis=1)
    keep = (length > 1e-6) & (length < cutoff)
    i, j, vector, length = i[keep], j[keep], vector[keep], length[keep]
    weight = 0.5 * np.sqrt(SPRING * (R_REF / length)**power)
    dopant_oxygen = ((np.isin(i, pair) & (SPECIES[j] == 1))
                     | (np.isin(j, pair) & (SPECIES[i] == 1)))
    return i, j, vector, length, weight, MISMATCH * dopant_oxygen


def stretch_matrix(i, j, unit):
    matrix = np.zeros((len(i), 36))
    rows = np.arange(len(i))
    for axis in range(3):
        matrix[rows, 3 * j + axis] += unit[:, axis]
        matrix[rows, 3 * i + axis] -= unit[:, axis]
    return matrix


def relax(pair, cutoff=CUTOFF, power=POWER, free_cell=False):
    i, j, vector, length, weight, excess = spring_list(pair, cutoff, power)
    unit = vector / length[:, None]
    matrix = stretch_matrix(i, j, unit)
    if free_cell:
        strain_columns = [unit[:, k] * vector[:, k] for k in range(3)]
        strain_columns += [2 * unit[:, k] * vector[:, m]
                           for k, m in ((1, 2), (0, 2), (0, 1))]
        matrix = np.column_stack([matrix] + strain_columns)
    solution, _, rank, _ = np.linalg.lstsq(matrix * weight[:, None],
                                           excess * weight, rcond=1e-10)
    assert rank == matrix.shape[1] - 3         # only translations are free
    energy = 1000 * np.sum((weight * (matrix @ solution - excess))**2)
    return energy, solution[:36].reshape(12, 3), solution[36:]


def relax_nonlinear(pair):
    i, j, vector, length, weight, excess = spring_list(pair, CUTOFF, POWER)
    shift = np.zeros((12, 3))
    for _ in range(12):
        current = vector + shift[j] - shift[i]
        distance = np.linalg.norm(current, axis=1)
        residual = weight * (distance - length - excess)
        matrix = stretch_matrix(i, j, current / distance[:, None])
        step = np.linalg.lstsq(matrix * weight[:, None], -residual,
                               rcond=1e-10)[0]
        shift += step.reshape(12, 3)
    assert np.abs(step).max() < 1e-10
    distance = np.linalg.norm(vector + shift[j] - shift[i], axis=1)
    return 1000 * np.sum((weight * (distance - length - excess))**2)


to_uC_cm2 = constants.e * 1e6 / 1e-14          # from e/nm2
volume = np.prod(CELL)
energies, dipoles, free_energies, shears = {}, {}, {}, {}
for pair in all_pairs:
    energies[pair], displacement, _ = relax(pair)
    dipoles[pair] = CHARGE @ displacement / volume * to_uC_cm2
    free_energies[pair], _, strain = relax(pair, free_cell=True)
    shears[pair] = strain[3:]                  # tensor bc, ac, ab
    assert free_energies[pair] <= energies[pair]

allowed_dipole = {"screw": [], "glide_a": [0], "glide_c": [1]}
allowed_shear = {"screw": 2, "glide_a": 1, "glide_c": 0}
for name in class_names:
    first, second = members[name]
    assert abs(energies[first] - energies[second]) < 1e-9
    assert abs(free_energies[first] - free_energies[second]) < 1e-9
    assert np.allclose(dipoles[first][:2], -dipoles[second][:2], atol=1e-9)
    assert abs(dipoles[first][2] - dipoles[second][2]) < 1e-9
    for pair in members[name]:
        for axis in (0, 1):
            size = abs(dipoles[pair][axis])
            assert size > 1e-6 if axis in allowed_dipole[name] else size < 1e-9
        for component in range(3):
            size = abs(shears[pair][component])
            if component == allowed_shear[name]:
                assert size > 1e-9
            else:
                assert size < 1e-12

representatives = [members[name][0] for name in class_names]
base = np.array([energies[p] for p in representatives])
assert np.min(np.diff(np.sort(base))) > 1e-4
short = np.array([relax(p, cutoff=0.8)[0] for p in representatives])
medium = np.array([relax(p, cutoff=1.0)[0] for p in representatives])
free = np.array([free_energies[p] for p in representatives])
nonlinear = np.array([relax_nonlinear(p) for p in representatives])
softer = np.array([relax(p, power=6)[0] for p in representatives])
assert np.max(np.abs(nonlinear / base - 1)) < 0.05

offset = host - fluorite
offset -= np.round(offset)
host_polarization = CHARGE @ (offset * CELL) / volume * to_uC_cm2
assert np.allclose(host_polarization[:2], 0, atol=1e-9)
thermal = 1000 * constants.k * TEMPERATURE / constants.e
population = np.exp(-(base - base.min()) / thermal)
population /= population.sum()
gap_for_90 = thermal * np.log(2 * 0.9 / 0.1)   # two other classes equal


def triple(values, digits=4):
    return ", ".join(f"{v:.{digits}f}" for v in values)


print("Cell edges a, b, c (nm):", triple(CELL, 3))
for label, atom in (("Hf", 0), ("O1", 4), ("O2", 8)):
    print(f"{label} fractional coordinates:", triple(host[atom], 3))
for site in range(4):
    print(f"Hf site {site + 1} fractional:", triple(host[site], 3))
print("Operations found modulo translations:", len(ops))
print("Placements:", len(all_pairs), " classes:", len(classes))
for name in class_names:
    labels = [f"{i + 1}{j + 1}" for i, j in members[name]]
    nearest = fingerprint[members[name][0]][0]
    print(f"{name}: pairs {labels}, layers normal to {normals[name]}, "
          f"nearest {nearest:.4f} nm")
print("Cubic: operations", len(cubic_ops), "classes", cubic_count)
print("Tetragonal: operations", len(tetra_ops), "classes", tetra_count)
for axis, (order_two, count) in doubled_counts.items():
    print(f"Cell doubled along {axis}: order-two elements {order_two}, "
          f"pair classes {count}")
print("Classes of pair plus one O vacancy:", len(vacancy_classes))
print(f"Spring k0 {SPRING:.0f} eV/nm2 at r0 {R_REF} nm, power {POWER}")
print(f"Length mismatch {MISMATCH} nm, spring cutoff {CUTOFF} nm")
for pair in all_pairs:
    print(f"Pair {pair[0] + 1}{pair[1] + 1}: E {energies[pair]:.5f} meV; "
          f"dP a,b,c {triple(dipoles[pair] + 0.0)} uC/cm2")
print("Three-number lines are in the order screw, glide_a, glide_c")
print("E, fixed cell (meV):", triple(base))
print("E, cutoff 0.8 nm (meV):", triple(short))
print("E shift, cutoff 1.0 to 1.2 nm (meV):", triple(base - medium, 6))
print("E, relaxed cell (meV):", triple(free))
print("E, nonlinear springs (meV):", triple(nonlinear))
print("E, spring power 6 (meV):", triple(softer))
print("Allowed shear ab, ac, bc (1e-6):", triple(
    [1e6 * shears[p][allowed_shear[n]]
     for n, p in zip(class_names, representatives)], 2))
print(f"Class energy spread, fixed cell: {np.ptp(base):.4f} meV")
print(f"Class energy spread, relaxed cell: {np.ptp(free):.4f} meV")
print(f"Host polarization along c: {host_polarization[2]:.2f} uC/cm2")
for name, pair in zip(class_names, representatives):
    total = host_polarization + dipoles[pair]
    tilt = np.degrees(np.arctan2(np.hypot(total[0], total[1]), abs(total[2])))
    print(f"Polarization tilt from c, {name}: {tilt:.4f} degree")
print(f"kT at {TEMPERATURE:.0f} K: {thermal:.2f} meV")
print("Class populations, fixed cell:", triple(population))
print(f"Gap for 90 percent in one class: {gap_for_90:.1f} meV")
print("OK")
```

Output:

```
Cell edges a, b, c (nm): 0.524, 0.501, 0.505
Hf fractional coordinates: 0.033, 0.267, 0.250
O1 fractional coordinates: 0.365, 0.070, 0.110
O2 fractional coordinates: 0.230, 0.540, 0.500
Hf site 1 fractional: 0.033, 0.267, 0.250
Hf site 2 fractional: 0.967, 0.733, 0.750
Hf site 3 fractional: 0.533, 0.733, 0.250
Hf site 4 fractional: 0.467, 0.267, 0.750
Operations found modulo translations: 4
Placements: 6  classes: 3
screw: pairs ['12', '34'], layers normal to a, nearest 0.3456 nm
glide_a: pairs ['13', '24'], layers normal to c, nearest 0.3509 nm
glide_c: pairs ['14', '23'], layers normal to b, nearest 0.3398 nm
Cubic: operations 192 classes 1
Tetragonal: operations 32 classes 2
Cell doubled along a: order-two elements 5, pair classes 6
Cell doubled along b: order-two elements 7, pair classes 7
Cell doubled along c: order-two elements 3, pair classes 5
Classes of pair plus one O vacancy: 12
Spring k0 500 eV/nm2 at r0 0.21 nm, power 8
Length mismatch 0.001 nm, spring cutoff 1.2 nm
Pair 12: E 2.16890 meV; dP a,b,c 0.0000, -0.0000, -0.0683 uC/cm2
Pair 13: E 2.21214 meV; dP a,b,c -0.3226, -0.0000, -0.0683 uC/cm2
Pair 14: E 2.17992 meV; dP a,b,c 0.0000, -0.2874, -0.0683 uC/cm2
Pair 23: E 2.17992 meV; dP a,b,c 0.0000, 0.2874, -0.0683 uC/cm2
Pair 24: E 2.21214 meV; dP a,b,c 0.3226, 0.0000, -0.0683 uC/cm2
Pair 34: E 2.16890 meV; dP a,b,c -0.0000, -0.0000, -0.0683 uC/cm2
Three-number lines are in the order screw, glide_a, glide_c
E, fixed cell (meV): 2.1689, 2.2121, 2.1799
E, cutoff 0.8 nm (meV): 2.1677, 2.2109, 2.1788
E shift, cutoff 1.0 to 1.2 nm (meV): 0.000281, 0.000273, 0.000260
E, relaxed cell (meV): 1.1033, 1.1530, 1.1192
E, nonlinear springs (meV): 2.1656, 2.2087, 2.1774
E, spring power 6 (meV): 2.7619, 2.8005, 2.7591
Allowed shear ab, ac, bc (1e-6): 321.16, 202.07, 246.09
Class energy spread, fixed cell: 0.0432 meV
Class energy spread, relaxed cell: 0.0497 meV
Host polarization along c: -53.71 uC/cm2
Polarization tilt from c, screw: 0.0000 degree
Polarization tilt from c, glide_a: 0.3438 degree
Polarization tilt from c, glide_c: 0.3062 degree
kT at 700 K: 60.32 meV
Class populations, fixed cell: 0.3334, 0.3332, 0.3334
Gap for 90 percent in one class: 174.4 meV
OK
```
